# Two-dimensional plasmons beyond the local Drude result, with and without a gate, part 1

(Sections cited here and not found follow in the second part.)

Someone who models charge waves in a two-dimensional conductor, a metal monolayer or an electron layer at an interface, must choose how much of the electron dynamics to keep. A local Drude sheet needs only the density $n$. A wave-vector-dependent response also needs the Fermi velocity and costs more. If a metal gate lies a nanometre away, one must further decide whether it can be left out, or replaced by a plate capacitor. These choices hang on the size of the first correction to the local result, with and without the gate, and this problem computes it.

**Setting.** Hartree atomic units are used, $\hbar=m=e=4\pi\epsilon_0=1$. Electrons with energy $\varepsilon_k=k^2/2$ move in the plane $z=0$ on a rigid neutralising background, in vacuum. The gas is spin-unpolarised and at zero temperature, collisions are ignored, and fields are electrostatic. Two spin states fill a disc of radius $k_F$, so $n=2\pi k_F^2/(2\pi)^2=k_F^2/2\pi$, and $v_F=k_F$. The density of states at the Fermi level is $N_0=dn/dE_F=1/\pi$, because $E_F=k_F^2/2=\pi n$. For a band mass $m^*$ and a uniform background dielectric constant $\kappa$ every electrostatic formula for the layer and the ideal gate holds with lengths counted in $\kappa/m^*$ bohr and energies in $m^*/\kappa^2$ hartree. The estimates that contain $c$ or the dielectric function of a real gate are written for vacuum and do not rescale this way.

## (a) Find the interaction $v(q)$ between density waves in the layer, first in free space and then with an ideal metal gate filling $z<-d$.

**Solution.** A number-density wave $\delta n\,e^{i\mathbf q\cdot\mathbf r}\delta(z)$ gives another electron the potential energy $\delta n\,\phi(z)e^{i\mathbf q\cdot\mathbf r}$. Both charges are negative, so this energy obeys Poisson's equation with the same sign as for a positive charge and its potential. The in-plane Laplacian gives $-q^2$:
$$\phi''(z)-q^2\phi(z)=-4\pi\delta(z).$$
In free space the solution that decays on both sides is $Ce^{-q|z|}$. Its slope jumps by $-2qC$ at $z=0$, and integrating the equation across $z=0$ requires a jump of $-4\pi$. Hence $C=2\pi/q$ and
$$v(q)=\phi(0)=\frac{2\pi}{q}.$$
An ideal gate holds its surface at fixed potential, so $\phi(-d)=0$. We may add any solution of the homogeneous equation that decays for $z\to+\infty$, that is, a multiple of $e^{-qz}$. The combination
$$\phi(z)=\frac{2\pi}{q}\left[e^{-q|z|}-e^{-q(z+2d)}\right]$$
vanishes at $z=-d$, where both terms equal $e^{-qd}$. The second term is the field of an image sheet of opposite charge at $z=-2d$. At $z=0$,
$$v(q)=\frac{2\pi}{q}\left(1-e^{-2qd}\right)=4\pi d\left[1-qd+\tfrac23(qd)^2-\dots\right].$$
In real space this is $1/r-1/\sqrt{r^2+4d^2}$. The distance to the image is $2d$, and this distance fixes the long-wavelength limit. That limit, $4\pi d$, is the inverse capacitance per area of a plate capacitor of gap $d$. The gate has turned an interaction that diverges as $q\to0$ into a finite one.

For $d=20$ bohr and $q=0.05$ bohr$^{-1}$ the free value is $125.6637$ and the gated formula gives $108.6570$ Ha bohr$^2$. A finite-difference solution of the Poisson equation gave $108.6570$, and numerical Bessel-function quadrature of the real-space forms reproduced both formulas. The capacitor value, $251.3274$, is useless here because $qd=1$.

## (b) Derive the condition for a self-sustained density wave in the random-phase approximation (RPA).

**Solution.** Let independent electrons feel the potential energy $\delta V e^{i(\mathbf q\cdot\mathbf r-\omega t)}$. The one-electron density matrix obeys $i\dot\rho=[h,\rho]$. Write $\rho=\rho_0+\delta\rho$, with $\rho_0$ diagonal with occupations $f_{\mathbf k}$, and keep first order. The element between $\langle\mathbf k+\mathbf q|$ and $|\mathbf k\rangle$ is
$$\omega\,\delta\rho_{\mathbf k+\mathbf q,\mathbf k}=(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})\,\delta\rho_{\mathbf k+\mathbf q,\mathbf k}+\delta V\,(f_{\mathbf k}-f_{\mathbf k+\mathbf q}),$$
where the last term is the element of $\delta V\rho_0-\rho_0\,\delta V$. The density amplitude is the sum of these elements over $\mathbf k$ and spin, so $\delta n=\chi_0\,\delta V$ with
$$\chi_0(q,\omega)=2\int\frac{d^2k}{(2\pi)^2}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}},$$
with $\omega\to\omega+i0$ where the denominator vanishes. In the first term the denominator is $\omega-\mathbf k\cdot\mathbf q-q^2/2$. In the second rename $\mathbf k+\mathbf q\to\mathbf k$; the denominator becomes $\omega+\varepsilon_{\mathbf k-\mathbf q}-\varepsilon_{\mathbf k}=\omega-\mathbf k\cdot\mathbf q+q^2/2$. Both integrals now run over the Fermi disc. With $1/(x-y)-1/(x+y)=2y/(x^2-y^2)$ and $y=q^2/2$,
$$\chi_0=2\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,\frac{q^2}{(\omega-\mathbf k\cdot\mathbf q)^2-q^4/4}.$$
No denominator vanishes on the disc when $\omega>qk_F+q^2/2$, the upper edge of the particle-hole continuum. There $\chi_0$ is real and positive.

The RPA lets the electrons respond as independent particles to the total Hartree potential, $\delta V=\delta V_{\rm ext}+v\,\delta n$. Then $\delta n=\chi_0\,\delta V_{\rm ext}/(1-v\chi_0)$, and a wave exists without any external drive when
$$1=v(q)\,\chi_0(q,\omega).$$

## (c) For the free layer, show that $\omega^2=2\pi nq+\tfrac34v_F^2q^2+\dots$, find the next term, and state the small parameter.

**Solution.** Put $a=\mathbf k\cdot\mathbf q$. For $\omega$ far above the continuum,
$$\frac{q^2}{(\omega-a)^2-q^4/4}=\frac{q^2}{(\omega-a)^2}+\frac{q^6/4}{(\omega-a)^4}+\dots,\qquad \frac1{(\omega-a)^2}=\frac1{\omega^2}\sum_{j\ge0}(j+1)\frac{a^j}{\omega^j},$$
the last series being the derivative of the geometric series. The integral $2\int d^2k/(2\pi)^2$ equals $n$ times the average over the disc. Odd powers of $a$ average to zero. For the even powers the radial averages are $\langle k^2\rangle=(2/k_F^2)\int_0^{k_F}k^3dk=k_F^2/2$ and $\langle k^4\rangle=(2/k_F^2)\int_0^{k_F}k^5dk=k_F^4/3$, and the angular ones are $\langle\cos^2\theta\rangle=1/2$ and $\langle\cos^4\theta\rangle=3/8$. So $\langle a^2\rangle=k_F^2q^2/4$ and $\langle a^4\rangle=k_F^4q^4/8$, and
$$\chi_0=\frac{nq^2}{\omega^2}\left[1+\frac{\tfrac34k_F^2q^2+\tfrac14q^4}{\omega^2}+\frac{\tfrac58k_F^4q^4+O(q^6)}{\omega^4}+\dots\right].$$
The $\tfrac34$ is the factor $j+1=3$ times the disc average $\tfrac14$. Insert $v=2\pi/q$, define $\omega_0^2=2\pi nq=k_F^2q$, and multiply the mode condition by $\omega^2$:
$$\omega^2=\omega_0^2+\left(\tfrac34k_F^2q^2+\tfrac14q^4\right)\frac{\omega_0^2}{\omega^2}+\tfrac58k_F^4q^4\,\frac{\omega_0^2}{\omega^4}+\dots$$
To lowest order $\omega^2=\omega_0^2$. Setting $\omega_0^2/\omega^2=1$ on the right gives the $q^2$ term. For one more order use $\omega_0^2/\omega^2=1-\tfrac34k_F^2q^2/\omega_0^2$ in the second term and $\omega_0^2/\omega^4=1/\omega_0^2$ in the third. Together they add $(\tfrac58-\tfrac9{16})k_F^4q^4/\omega_0^2=k_F^2q^3/16$. Therefore
$$\omega^2=2\pi nq+\tfrac34v_F^2q^2+\tfrac1{16}v_F^2q^3+O(q^4).$$
The expansion parameter is $q^2v_F^2/\omega_0^2=q$ in inverse bohr, whatever the density, and it vanishes with $q$. The phase velocity $\omega/q\propto q^{-1/2}$ outruns every electron. The $O(q^4)$ part contains the recoil term $q^4/4$, which is small against $\tfrac34 k_F^2q^2$ only if also $q\ll k_F$.

The leading term is the local Drude result. It goes as $\sqrt q$ and has no gap, because the field lines of a long wave spread out of the plane and the restoring force weakens as $q\to 0$. The divergence of the phase velocity also shows where electrostatics fails: $\omega/q\ll c$ requires $q\gg2\pi n/c^2$.

Two shortcuts give a different $q^2$ coefficient. Averaging over the Fermi circle instead of the disc gives $\tfrac32$. A hydrodynamic model with the static pressure $P=n^2\,d(E_F/2)/dn=\pi n^2/2$ gives $dP/dn=\pi n=v_F^2/2$, so $\tfrac12$ in place of $\tfrac34$. Hydrodynamics assumes that collisions keep the Fermi surface circular. Without collisions a compression along $\mathbf q\parallel x$ that raises the density to $\lambda n$ scales only $k_x$, by the factor $\lambda$, and deforms the circle into an ellipse. The stress along $x$ is then $\lambda n\cdot\lambda^2\langle k_x^2\rangle=\lambda^3nk_F^2/4$, and its derivative with respect to the density $\lambda n$ at $\lambda=1$ is $\tfrac34v_F^2$.

## (d) Explain why the gate makes the mode acoustic, why the expansion of (c) is then no longer controlled by $q$, and obtain $\chi_0$ in closed form.

**Solution.** With $v\to4\pi d$ the leading term of $\chi_0$ gives $\omega^2=4\pi nd\,q^2$, a linear mode. In circuit terms the gate supplies the capacitance $1/4\pi d$ and the electron inertia supplies an inductance $1/n$, which together form a transmission line. The expansion parameter is now $q^2v_F^2/\omega^2=2\pi n/4\pi nd=1/2d$. It does not shrink as $q\to0$, so all orders contribute to the velocity, and the series must be summed.

Take $\mathbf q$ along $x$. The integrand depends only on $k_x=x$, and the $k_y$ integral gives the chord $2\sqrt{k_F^2-x^2}$. With $\nu_\pm=\omega/q\pm q/2$ the two denominators of (b) are $q(\nu_--x)$ and $q(\nu_+-x)$, and the prefactor is $2\cdot2/(2\pi)^2=1/\pi^2$:
$$\chi_0=\frac1{\pi^2q}\left[I(\nu_-)-I(\nu_+)\right],\qquad I(\nu)=\int_{-k_F}^{k_F}\frac{\sqrt{k_F^2-x^2}}{\nu-x}\,dx .$$
Put $x=k_F\cos t$, so that $I=\int_0^\pi dt\,(k_F^2-x^2)/(\nu-x)$. Write $k_F^2-x^2=(\nu-x)(\nu+x)-R^2$ with $R^2=\nu^2-k_F^2$. The first piece integrates to $\pi\nu$. For the second, $\tau=\tan(t/2)$ gives $\cos t=(1-\tau^2)/(1+\tau^2)$ and $dt=2d\tau/(1+\tau^2)$, so for $\nu>k_F$
$$\int_0^\pi\frac{dt}{\nu-k_F\cos t}=\int_0^\infty\frac{2\,d\tau}{(\nu-k_F)+(\nu+k_F)\tau^2}=\frac{\pi}{\sqrt{\nu^2-k_F^2}} .$$
Thus $I=\pi(\nu-R)$. Since $\nu_--\nu_+=-q$,
$$\chi_0=-N_0\left[1-\frac{R_+-R_-}{q}\right],\qquad R_\pm=\sqrt{\nu_\pm^2-k_F^2}\ \ge0,$$
which is the Stern form above the continuum, $\nu_-\ge k_F$. It agreed with direct two-dimensional quadrature over the disc to better than one part in $10^9$ at three test points, and its symbolic expansion in $1/\omega$ reproduced the first two terms of (c).

## (e) Solve the RPA condition exactly for any positive $v(q)$, and find where the solution ceases to exist.

**Solution.** Define the dimensionless coupling $A=N_0v$ and $B=1+1/A>1$. The condition $1=v\chi_0$ reads $1=-A+A(R_+-R_-)/q$, or
$$R_+-R_-=qB .$$
From the definitions, $R_+^2-R_-^2=\nu_+^2-\nu_-^2=4(\omega/q)(q/2)=2\omega$. Dividing by the difference gives $R_++R_-=2\omega/qB$, and so
$$R_\pm=\frac{\omega}{qB}\pm\frac{qB}{2}.$$
Square the upper equation. The left side is $\omega^2/q^2+\omega+q^2/4-k_F^2$ and the right side is $\omega^2/q^2B^2+\omega+q^2B^2/4$. The terms linear in $\omega$ cancel:
$$\frac{\omega^2}{q^2}\,\frac{B^2-1}{B^2}=k_F^2+\frac{q^2}{4}(B^2-1).$$
The lower equation, squared, gives the same relation, with $-\omega$ cancelling on both sides. Because $B^2=(1+A)^2/A^2$ and $B^2-1=(1+2A)/A^2$,
$$\omega^2=k_F^2q^2\,\frac{(1+A)^2}{1+2A}+\frac{q^4B^2}{4}.$$
Squaring can add false roots. The root is genuine only if $R_-\ge0$, that is $\omega^2\ge q^4B^4/4$. Insert $\omega^2=k_F^2q^2B^2/(B^2-1)+q^4B^2/4$ and divide by $q^2B^2$: $k_F^2/(B^2-1)\ge q^2(B^2-1)/4$, or
$$q\,(B^2-1)\le2k_F .$$
When this holds, $\omega\ge q^2B^2/2>q^2/2$, so $\nu_->0$, and $\nu_-^2=k_F^2+R_-^2$ then gives $\nu_-\ge k_F$: the root lies above the continuum, as assumed. At equality $R_-=0$ and the mode touches the edge. This defines the cutoff $q_c$. Beyond it the formula still returns a number, but that number is not a mode.

Polynomial division separates the pieces. Since $(1+2A)(A/2+\tfrac34)=A^2+2A+\tfrac34$, the remainder from $(1+A)^2$ is $\tfrac14$:
$$\frac{(1+A)^2}{1+2A}=\frac A2+\frac34+\frac1{4(1+2A)} .$$
For the free layer $A=2/q$, $B=1+q/2$, $1+2A=(q+4)/q$, and $k_F^2q^2A/2=k_F^2q=2\pi nq$:
$$\omega^2=2\pi nq+\tfrac34k_F^2q^2+\frac{k_F^2q^3}{4(q+4)}+\frac{q^4}{4}\left(1+\frac q2\right)^2 .$$
The third term tends to $k_F^2q^3/16$, as found in (c). With $B^2-1=q+q^2/4$ the cutoff obeys $q_c^2(1+q_c/4)=2k_F$. Both omitted terms are positive, so the two-term formula always lies below the RPA root. Large $A$, meaning $q\ll2\pi N_0=2$ bohr$^{-1}$, controls the terms proportional to $k_F^2$. The recoil term is a separate condition, $q\ll k_F$, and it is the stricter one at low density: at $q=0.2$ bohr$^{-1}$ ($A=10$) the two-term $\omega$ is $0.44\%$ low for $k_F=0.56$ but about $5\%$ low for $k_F=0.14$ bohr$^{-1}$.

## (f) Find the velocity of the gated mode and its first correction in $q$, and confirm the velocity from the collisionless kinetic equation.

**Solution.** For $q\to0$, $A\to4d$ and the $q^4$ term is negligible against $q^2$. Then $\omega=sq$ with
$$s^2=v_F^2\,\frac{(1+4d)^2}{1+8d}=4\pi nd+\tfrac34v_F^2+\frac{v_F^2}{4(1+8d)},$$
where $v_F^2A/2=2\pi n\cdot2d$ was used. The same $\tfrac34v_F^2$ appears, but it is now a fixed part of the squared velocity and not a correction that fades at long wavelength. Its size relative to the capacitor term is $3/8d$. The familiar $s=\sqrt{4\pi nd}$ therefore needs $d\gg1$ bohr, or $d\gg\kappa/m^*$ bohr in a semiconductor, where this length can be comparable with real gate distances.

Since $(1+A)^2-(1+2A)=A^2$, we have $s^2-v_F^2=v_F^2A^2/(1+2A)>0$. The mode is faster than any electron for every $d>0$ and suffers no Landau damping at small $q$. As $d\to0$, $s\to v_F$ from above. The bare formula $\sqrt{4\pi nd}=v_F\sqrt{2d}$ drops below $v_F$ for $d<\tfrac12$ and wrongly suggests a mode inside the particle-hole continuum, subject to Landau damping. What does shrink is the range of $q$: for small $d$ the cutoff is $q_c=2k_FA^2/(1+2A)\approx32k_Fd^2$.

For the first correction use $A=4d-4d^2q$ from (a). The derivative of the separated form is $d/dA\,[A/2+\tfrac34+\tfrac14(1+2A)^{-1}]=\tfrac12[1-(1+2A)^{-2}]$, so
$$\frac{\omega^2}{q^2}=s^2-2d^2k_F^2\left[1-\frac1{(1+8d)^2}\right]q+O(q^2).$$
For large $d$ the relative change of $\omega^2$ is $-qd$, and the branch bends below the line $sq$. For $qd\gg1$ the image term $e^{-2qd}$ dies and the free plasmon returns.

The kinetic route starts from the Vlasov equation $\partial_tf+\mathbf k\cdot\nabla f-\nabla V\cdot\partial_{\mathbf k}f=0$. Take $f=\theta(E_F-\varepsilon)+\delta(\varepsilon-E_F)\,u(\theta)e^{i(qx-\omega t)}$, where $u$ is the outward shift of the Fermi surface in energy. Since $\partial_{\mathbf k}\theta(E_F-\varepsilon)=-\mathbf k\,\delta(\varepsilon-E_F)$, first order gives $-i\omega u+iqv_F\cos\theta\,u+iqv_F\cos\theta\,\delta V=0$. The density is $\delta n=N_0\langle u\rangle$, with $\langle\,\rangle$ the angular average, so $\delta V=A\langle u\rangle$ and
$$s\,u(\theta)=v_F\cos\theta\,\left[u(\theta)+A\langle u\rangle\right].$$
Solve for $u=A\langle u\rangle v_F\cos\theta/(s-v_F\cos\theta)$, write $v_F\cos\theta/(s-v_F\cos\theta)=s/(s-v_F\cos\theta)-1$, and average with the integral of (d):
$$1=A\left[\frac{s}{\sqrt{s^2-v_F^2}}-1\right].$$
Hence $s^2/(s^2-v_F^2)=B^2$ and $s^2=v_F^2B^2/(B^2-1)$, the same result. This is the zero-sound equation of a Fermi liquid whose only interaction parameter is $A$. On a grid of angles the equation is a matrix eigenvalue problem, and its largest eigenvalue is compared with the formula in (h).

The RPA mode has now been solved exactly: $\tfrac34v_F^2q^2$ is a correction that fades at long wavelength for the free layer, while with an ideal gate $\tfrac34v_F^2$ is a fixed part of the squared velocity. It remains to see how far the coefficient $\tfrac34$ survives beyond the RPA, what a real gate must satisfy, and what the results give for $n=0.05$ bohr$^{-2}$ and $d=20$ bohr.
